# The Grüneisen parameter of a nearest-neighbour chain

If the bonds of a straight atomic chain are treated as ideal springs, and the atoms move only along the line, three things go wrong at once. Stretching the chain leaves every longitudinal vibration frequency unchanged, heating it leaves its length unchanged, and its longitudinal phonons pass through one another without any interaction. For a chain with bonds like those between gold atoms, the first error alone amounts to about 6% in frequency for a stretch of 1%. To lowest order the first two failures have the same cause, the missing third derivative of the bond potential, and one dimensionless number measures it. The same number sets the cubic part of the interaction between longitudinal phonons.

Take \(N\) identical atoms of mass \(m\) on a straight line with spacing \(a\). Only neighbours interact, through a smooth potential \(V(r)\) of the bond length \(r\). The equilibrium spacing \(a_0\) satisfies \(V'(a_0)=0\), and the bond stiffness \(K=V''(a_0)\) is positive. The ends are joined by the periodic condition \(u_{n+N}=u_n\), where \(u_n\) is the displacement of atom \(n\) along the chain. The Grüneisen parameter of a mode of angular frequency \(\omega\) is defined here with respect to length,

\[
\gamma=-\frac{d\ln\omega}{d\ln a},
\]

so a positive \(\gamma\) means that the mode softens when the chain is stretched. The derivative is taken for a given mode, that is, at fixed mode number.

Bond \(n\) has length \(a+d_n\) with \(d_n=u_{n+1}-u_n\). Expanding the total energy about an arbitrary spacing \(a\) gives

\[
U=NV(a)+V'(a)\sum_n d_n+\frac{V''(a)}{2}\sum_n d_n^2+\frac{V'''(a)}{6}\sum_n d_n^3+\dots
\]

The linear sum vanishes, because each \(u_n\) enters once with a plus sign and once with a minus sign. The tension \(V'(a)\) of a stretched chain therefore has no direct effect on longitudinal motion. In the quadratic term, \(u_n\) occurs in \(d_n\) and in \(d_{n-1}\), so the force on atom \(n\) is

\[
m\ddot u_n=-\frac{\partial U}{\partial u_n}=V''(a)\,(u_{n+1}-u_n)-V''(a)\,(u_n-u_{n-1}).
\]

Insert the wave \(u_n=A\,e^{i(qn-\omega t)}\), where \(q\) is the phase advance per bond, and divide by the common factor:

\[
-m\omega^2=V''(a)\left(e^{iq}+e^{-iq}-2\right)=-4V''(a)\sin^2\frac q2 ,
\]

\[
\omega=2\sqrt{\frac{V''(a)}{m}}\;\left|\sin\frac q2\right| .
\]

The periodic condition requires \(e^{iqN}=1\), so \(q=2\pi j/N\) with integer \(j\). This value does not contain \(a\). When the chain is stretched, mode \(j\) keeps its phase \(q\), and its frequency changes through \(V''(a)\) alone. Taking the logarithm,

\[
\ln\omega=\tfrac12\ln V''(a)+\text{terms independent of }a ,
\]

and using \(d/d\ln a=a\,d/da\), one finds

\[
\gamma(a)=-\frac{a\,V'''(a)}{2V''(a)},\qquad
\boxed{\;\gamma=-\frac{a_0V'''(a_0)}{2V''(a_0)}\;}
\]

The factor \(\tfrac12\) comes from the square root in \(\omega\). The result is the same for every longitudinal mode except uniform translation \(q=0\), which has no frequency to shift. The sign is positive when \(V'''<0\), as for a bond that stiffens under compression and softens under extension. A purely quadratic bond has \(V'''=0\) and \(\gamma=0\). A fourth derivative changes \(V''(a)\) only in second order in \(a-a_0\), so it leaves \(\gamma\) at \(a_0\) untouched.

Two conventions affect the number. The first is what is held fixed. At fixed wave number \(k=q/a\), stretching also changes the phase \(ka\), and for \(0<ka<\pi\)

\[
-\left(\frac{\partial\ln\omega}{\partial\ln a}\right)_k
=\gamma-\frac{ka}{2}\cot\frac{ka}{2}.
\]

For long waves \(x\cot x\to1\), and the right side tends to \(\gamma-1\). This is also the fractional fall of the sound velocity \(v=a\sqrt{V''/m}\) per unit strain, since the factor \(a\) in \(v\) contributes \(-1\). The second convention is the measure of size. In a solid that expands equally in three directions, \(d\ln(\text{volume})=3\,d\ln a\), so a parameter defined by volume is one third of one defined by length.

Two potentials show typical sizes. For the Morse bond, with \(x=r-a_0\), depth \(D\) and inverse width \(\alpha\),

\[
V=D\left(1-e^{-\alpha x}\right)^2=D\left(1-2e^{-\alpha x}+e^{-2\alpha x}\right),
\]

\[
V''(a_0)=D\alpha^2(-2+4)=2D\alpha^2,\qquad V'''(a_0)=D\alpha^3(2-8)=-6D\alpha^3,
\]

and therefore \(\gamma=6D\alpha^3a_0/(4D\alpha^2)=\tfrac32\alpha a_0\). The depth cancels: \(\gamma\) measures the shape of the well and not its strength. For the 12-6 potential \(V=D[(a_0/r)^{12}-2(a_0/r)^6]\), the derivatives are \(V''=(156-84)D/a_0^2=72D/a_0^2\) and \(V'''=(-2184+672)D/a_0^3=-1512D/a_0^3\), so \(\gamma=1512/144=10.5\).

The same constant sets the strength of the cubic interaction between longitudinal phonons. Since \(V'''(a_0)=-2\gamma K/a_0\), the cubic energy at equilibrium spacing is

\[
U_3=\frac{V'''(a_0)}{6}\sum_n d_n^3=-\frac{\gamma K}{3a_0}\sum_n(u_{n+1}-u_n)^3 .
\]

Write \(u_n=N^{-1/2}\sum_qQ_qe^{iqn}\). Each difference brings a factor \(e^{iq}-1\), and the sum over \(n\) gives \(N\) if the three phases add to a multiple of \(2\pi\), and zero otherwise. Hence

\[
U_3=-\frac{\gamma K}{3a_0\sqrt N}\sum_{q_1+q_2+q_3=2\pi l}\;\prod_{i=1}^{3}\left(e^{iq_i}-1\right)Q_{q_i},
\]

with \(l\) an integer. The matrix element for three longitudinal phonons is proportional to \(\gamma\), so a golden-rule rate from this term would be proportional to \(\gamma^2\) at fixed \(K\), \(a_0\) and \(m\).

Such a rate does not exist for this single branch. Two phonons could merge into one only if \(\omega(q_1)+\omega(q_2)=\omega(q_1+q_2)\). With \(x=q_1/2\) and \(y=q_2/2\), both strictly between \(0\) and \(\pi\), the sines are positive and \(|\cos x|,|\cos y|<1\), so

\[
|\sin(x+y)|\le\sin x\,|\cos y|+\sin y\,|\cos x|<\sin x+\sin y .
\]

The merged phonon always has too little energy, including when \(q_1+q_2\) exceeds \(2\pi\). The reverse process, the splitting of one phonon into two, fails for the same reason. A large \(\gamma\) thus signals strong cubic coupling, but a scattering rate also needs final states that conserve energy. In this model they must come from higher orders, where the fourth derivative of \(V\) enters at the same order as the square of the third, or from modes outside the longitudinal branch. Sideways modes couple even without \(\gamma\): a sideways difference \(w\) between neighbours lengthens the bond by about \(w^2/2a_0\), so the energy \(\tfrac12K(d_n+w^2/2a_0)^2\) contains the term \(Kd_nw^2/2a_0\) even for an ideal spring.

Thermal expansion does not need such final states. In a straight chain with free ends, the bond lengths are independent variables, and classically each has the weight \(e^{-V/k_BT}\). To first order in the cubic term,

\[
e^{-V/k_BT}\propto e^{-Kx^2/2k_BT}\left(1-\frac{V'''x^3}{6k_BT}\right).
\]

The mean of \(x\) comes from the second term alone, because the first is even in \(x\). With the Gaussian average \(\langle x^4\rangle=3(k_BT/K)^2\),

\[
\langle x\rangle=-\frac{V'''}{6k_BT}\,\frac{3(k_BT)^2}{K^2}=-\frac{V'''k_BT}{2K^2}=\frac{\gamma k_BT}{a_0K}.
\]

At low temperature the quantum form is needed. A mode has free energy \(F=k_BT\ln[2\sinh(\hbar\omega/2k_BT)]\), and \(\omega\,\partial F/\partial\omega=\tfrac12\hbar\omega\coth(\hbar\omega/2k_BT)\), which is its mean energy. Minimizing \(V(a)\) plus the mean of \(F\) over the modes gives \(V'(a)=\gamma\bar E/a\), where \(\bar E\) is the mean energy per mode. To leading order the relative expansion is therefore \(\gamma\bar E/(a_0^2K)\). The classical result returns when \(\bar E=k_BT\).

For numbers, consider a single row of gold atoms suspended between two contacts. The Morse parameters are rough and round: \(D=1.2\) eV, \(\alpha=16\ \text{nm}^{-1}\), \(a_0=0.26\) nm and \(m=197\) u. They give

\[
K=2(1.2)(16)^2=614.4\ \text{eV/nm}^2,\qquad V'''=-6(1.2)(16)^3=-29491\ \text{eV/nm}^3,
\]

\[
\gamma=\frac{0.26\times29491}{2\times614.4}=6.24 .
\]

The stiffness equals 98.4 N/m. As a test, the frequencies of an eight-atom ring were obtained by diagonalizing the second derivatives of its total energy at spacings just above and below \(a_0\). The lowest and the highest mode both give 6.2400. The 12-6 bond treated in the same way gives 10.5000, and the quadratic bond gives zero. At fixed wave number the long-wave value is 5.24, and one third of \(\gamma\) is 2.08.

A bond stretch of 1% lowers all longitudinal frequencies by 6.24% in the linear estimate. The full Morse curve gives 6.13%. The difference is the next order: with \(y=\alpha x=0.0416\), the stiffness ratio is \(2e^{-2y}-e^{-y}\approx1-3y+\tfrac72y^2\), whose square root is \(1-\tfrac32y+\tfrac58y^2\), and the last term is 0.11%.

The highest phonon energy of the unstretched chain is 22.84 meV, against a thermal energy of 0.345 meV at 4 K and 25.85 meV at 300 K. At 4 K the longitudinal expansion is thus mainly a zero-point effect. The average of \(|\sin(q/2)|\) is \(2/\pi\), so \(\bar E\approx22.84/\pi=7.27\) meV, and the formula gives 0.109%. Direct minimization of bond energy plus zero-point energy gives 0.110%. At 300 K the classical formula gives an expansion of 0.388%, while numerical integration over the bound part of the Morse well gives 0.403%, so the first-order formula is about 4% below the integrated value. Both figures are classical. The quantum mean energy at 300 K is 26.68 meV, 3% above \(k_BT\), which raises the first-order figure to 0.401%, a correction of similar size. The classical coefficient, to first order, is \(1.3\times10^{-5}\) per kelvin. All of these figures assume that the chain stays straight.

That assumption is the weakest one. If neighbouring atoms differ by \(w\) in sideways displacement, the bond length is \(\sqrt{a^2+w^2}\approx a+w^2/2a\), and the energy rises by \(V'(a)w^2/2a\). The transverse stiffness is therefore \(V'(a)/a\) in place of \(V''(a)\), and

\[
\omega_T=2\sqrt{\frac{V'(a)}{ma}}\left|\sin\frac q2\right|,\qquad
\gamma_T=-\frac12\frac{d}{d\ln a}\ln\frac{V'(a)}{a}=\frac12\left(1-\frac{aV''(a)}{V'(a)}\right).
\]

At \(a_0\) this stiffness is zero, and under compression it is negative, so the straight chain buckles. Slightly above \(a_0\), \(V'\approx K(a-a_0)\) and \(\gamma_T\approx-a_0/[2(a-a_0)]\), which is large and negative: tension stiffens the sideways modes. At 1% stretch this estimate gives \(-50\), and the full expression gives \(-46.9\). The boxed formula must not be applied to these modes.

Sideways motion also shortens the span. For each of the two transverse directions, half the mean mode energy \(\bar E_T\) is potential energy, so \(V'\langle w^2\rangle/2a=\bar E_T/2\). The shortening per bond, summed over both directions, is

\[
2\,\frac{\langle w^2\rangle}{2a}=\frac{\bar E_T}{V'(a)} .
\]

At 1% bond stretch the tension is 1.501 eV/nm, or 0.24 nN, and the highest transverse phonon energy is 2.20 meV. In a long chain with this tension held fixed, the shortening is 0.19% of the spacing at 4 K and 6.6% at 300 K. At 4 K, taking the strain from the span would miss about 0.2 percentage points of bond stretch, worth about \(6.24\times0.19\%\approx1.2\%\) in longitudinal frequency. At 300 K the shortening exceeds the stretch itself, and the span no longer tells how far the bonds are stretched. The 6% softening therefore refers to bond stretch, and the straight-chain picture suits the faster longitudinal modes of a short, cold chain. The slowest mode can mix with pairs of sideways phonons when their energies nearly match. In a long chain at this small stretch, sideways zero-point motion also lowers the stiffness felt by the slowest longitudinal waves. That reduction shrinks as the tension rises, which can cancel their softening.

Real gold chains of this kind are a few atoms long and are often studied near liquid-helium temperature. They break at a force of very roughly 1.5 nN. The Morse force is greatest where \(V''=0\), that is at \(e^{-\alpha x}=\tfrac12\), and equals \(D\alpha/2=1.54\) nN at a bond strain of 16.7%, so the chosen parameters give a force of the right size. This supports the product \(D\alpha\), but \(\gamma=\tfrac32\alpha a_0\) requires \(\alpha\) separately, so it remains a rough estimate. A value of 6.24 looks large beside the values of roughly 1 to 3 common for bulk solids, but those refer to volume; converted to that measure, the figure here is 2.08. The comparison is still only rough, because in a crystal the sideways part of the bond forces also changes with volume and affects the frequencies. Real chains also break the assumption of identical bonds. For five atoms between fixed walls, with end bonds twice as deep and hence twice as stiff, \(\gamma\) defined by the full length runs from 5.99 to 6.74, that is from 4% below to 8% above the uniform value. The spread arises because the end bonds take half the strain of the inner ones. The mean strain is then \((4+2\times\tfrac12)/6=\tfrac56\) of the inner strain, so inner bonds stretch by 1.2 times the mean and end bonds by 0.6 times. Each mode averages these two factors according to where its bond energy lies.

Second neighbours matter less for the longitudinal \(\gamma\) of a chain held straight. If they interact through the same Morse function, the equilibrium spacing shrinks to 0.258 nm, and in the eight-atom ring \(\gamma\) lies between 6.07 and 6.18, depending on the mode. They matter more for sideways motion. At 0.258 nm the nearest bonds are compressed, with \(V'=-1.26\) eV/nm, so the straight chain is unstable against zigzag buckling until the spacing reaches 0.26 nm. At 1% above 0.258 nm the highest transverse phonon energy of the ring is 1.25 meV instead of 2.20 meV. Breaking is remote at the example's tension when the chain is cold: the barrier is 0.806 eV per bond, more than two thousand times the thermal energy at 4 K. At 300 K the ratio is 31, and since a bond makes very many attempts per second, this does not guarantee a long life. Metallic bonding that depends on more than pairs of atoms, and a possible electronic pairing of the atoms into alternating short and long bonds, lie outside any uniform pair model, and their effect on \(\gamma\) is not estimated here. The sideways figures above also rest on the absence of any resistance to bending in a nearest-neighbour pair model, and forces that depend on bond angles would change them.

## Numbers as computed

```
Morse depth: 1.20 eV
Morse inverse width: 16.0 1/nm
equilibrium spacing a0: 0.260 nm
atomic mass: 197 u
second derivative K: 614.4 eV/nm^2
K converted: 98.4 N/m
third derivative: -29491 eV/nm^3
gamma from formula: 6.2400 (no unit)
gamma from ring modes, lowest: 6.2400 (no unit)
gamma from ring modes, highest: 6.2400 (no unit)
gamma / 3 (volume convention): 2.0800 (no unit)
gamma at fixed k, long waves: 5.2400 (no unit)
gamma of 12-6 bond, ring modes: 10.5000 (no unit)
harmonic bond, largest |gamma|: 0.0e+00 (no unit)
top phonon energy: 22.84 meV
bond stretch in example: 1.0 %
frequency change, linear: -6.24 %
frequency change, full: -6.13 %
tension at this stretch: 1.501 eV/nm
tension converted: 0.240 nN
expansion coefficient, straight classical chain: 1.295e-05 1/K
thermal energy at 300 K: 25.85 meV
thermal energy at 4 K: 0.345 meV
300 K bond extension / a0, linear: 0.388 %
300 K bond extension / a0, quadrature: 0.403 %
zero-point extension / a0: 0.110 %
top transverse phonon energy, stretched: 2.20 meV
transverse gamma, stretched: -46.9 (no unit)
transverse shortening / spacing, 4 K: 0.193 %
transverse shortening / spacing, 300 K: 6.56 %
spacing with second neighbours: 0.25805 nm
gamma with second neighbours, lowest: 6.070 (no unit)
gamma with second neighbours, highest: 6.180 (no unit)
gamma, 5 atoms, end bonds twice as stiff, lowest: 5.990 (no unit)
gamma, 5 atoms, end bonds twice as stiff, highest: 6.739 (no unit)
breaking strain of a bond: 16.7 %
breaking force: 1.54 nN
breaking barrier at example tension: 0.806 eV
barrier / thermal energy at 300 K: 31.2 (no unit)
```
